# Positive Hopkins matrices and the coherent decomposition of partially coherent images: test program

```python
"""
Result under test: the Hopkins matrix
    T[m,n] = integral J(s) P(s+f_m) conj(P(s+f_n)) d2s
is Hermitian positive semidefinite for a non-negative source J.  Hence
    I(x) = sum_k lambda_k |sum_m phi_k[m] M[m] exp(2 pi i m x/period)|^2,
with lambda_k >= 0, is a sum of coherent images.
J: source intensity with unit integral; P: pupil; M: mask order amplitudes;
f_m: order position in pupil units NA/wavelength; lambda_k, phi_k: eigenpairs.
Lengths are in nm at wafer scale unless stated.  Intensity is relative to an
open mask.  The process values are rough values for dry ArF lithography.
"""
import numpy as np
from scipy.integrate import quad

wavelength, NA, period = 193.0, 0.75, 600.0
sigma_in, sigma_out, defocus = 0.5, 0.8, 100.0
slits = [(-190.0, -70.0), (30.0, 210.0)]
reduction = 4.0
step = wavelength / (period * NA)
m_max = int(np.floor((1 + sigma_out) / step))
orders = np.arange(-m_max, m_max + 1)
n_orders = len(orders)
x = np.linspace(-300, 300, 121)
waves = np.exp(2j * np.pi * orders[:, None] * x / period)
wave_number = 2 * np.pi / wavelength


def slit_amplitude(left, right):
    width = right - left
    return (width / period * np.sinc(orders * width / period)
            * np.exp(-1j * np.pi * orders * (left + right) / period))


def axial_phase(rho2, z):
    return wave_number * z * np.sqrt(1 - NA**2 * np.minimum(rho2, 1))


def disc_integral(radius, m, n, z, ny):
    """Integrate one matrix element over its own three-disc overlap."""
    t, wt = np.polynomial.legendre.leggauss(ny)
    u, wu = np.polynomial.legendre.leggauss(20)
    y = radius * np.sin(np.pi * t / 2)
    dy = radius * np.cos(np.pi * t / 2) * np.pi / 2 * wt
    source_half = np.sqrt(radius**2 - y**2)
    pupil_half = np.sqrt(1 - y**2)
    low = np.maximum(-source_half, -min(m, n) * step - pupil_half)
    high = np.minimum(source_half, -max(m, n) * step + pupil_half)
    length = np.maximum(high - low, 0)
    sx = low[:, None] + length[:, None] * (u + 1) / 2
    y2 = y[:, None]**2
    phase = (axial_phase((sx + m * step)**2 + y2, z)
             - axial_phase((sx + n * step)**2 + y2, z))
    return np.sum(dy * length / 2 * (np.exp(1j * phase) @ wu))


def hopkins_matrix(z, inner, outer, ny):
    T = np.empty((n_orders, n_orders), complex)
    for i, m in enumerate(orders):
        for j, n in enumerate(orders):
            T[i, j] = disc_integral(outer, m, n, z, ny)
            if inner > 0:
                T[i, j] -= disc_integral(inner, m, n, z, ny)
    return T / (np.pi * (outer**2 - inner**2))


def polar_source(nr, nt):
    t, wt = np.polynomial.legendre.leggauss(nr)
    r = sigma_in + (sigma_out - sigma_in) * (t + 1) / 2
    angle = (np.arange(nt) + 0.5) * 2 * np.pi / nt
    weight = np.repeat(r * wt, nt)
    return (np.outer(r, np.cos(angle)).ravel(),
            np.outer(r, np.sin(angle)).ravel(), weight / weight.sum())


def pupil_samples(sx, sy, z):
    rho2 = (sx[:, None] + step * orders)**2 + sy[:, None]**2
    return np.where(rho2 <= 1, np.exp(1j * axial_phase(rho2, z)), 0)


def source_sum_image(samples, weight, amplitudes):
    return weight @ np.abs((samples * amplitudes) @ waves)**2


def matrix_image(T, amplitudes):
    v = amplitudes[:, None] * waves
    return np.sum(v * (T @ v.conj()), axis=0).real


def lens_area(a, b, d):
    """Common area of two discs with radii a, b and centre distance d."""
    if d >= a + b:
        return 0.0
    if d <= abs(a - b):
        return np.pi * min(a, b)**2
    ca = np.clip((d*d + a*a - b*b) / (2*d*a), -1, 1)
    cb = np.clip((d*d + b*b - a*a) / (2*d*b), -1, 1)
    root = (-d+a+b) * (d+a-b) * (d-a+b) * (d+a+b)
    return a*a*np.arccos(ca) + b*b*np.arccos(cb) - 0.5*np.sqrt(max(root, 0))


def annulus_overlap(d):
    return ((lens_area(sigma_out, 1, d) - lens_area(sigma_in, 1, d))
            / (np.pi * (sigma_out**2 - sigma_in**2)))


# Mask amplitudes: closed form against integration of the transmission.
M = sum(slit_amplitude(a, b) for a, b in slits)
xm = -period / 2 + (np.arange(6000) + 0.5) * period / 6000
transmission = sum(((xm > a) & (xm < b)).astype(float) for a, b in slits)
M_numeric = np.array([np.mean(transmission * np.exp(-2j*np.pi*m*xm/period))
                      for m in orders])
assert np.max(np.abs(M - M_numeric)) < 1e-6

# Separate quadratures for each element do not enforce positivity.
T = hopkins_matrix(defocus, sigma_in, sigma_out, 800)
T_coarse = hopkins_matrix(defocus, sigma_in, sigma_out, 400)
quadrature_change = np.linalg.norm(T - T_coarse, 2)
assert quadrature_change < 2e-4
assert np.max(np.abs(T - T.conj().T)) < 1e-12
overlaps = np.array([annulus_overlap(abs(m) * step) for m in orders])
assert np.max(np.abs(np.diag(T).real - overlaps)) < 1e-4
eigenvalues, kernels = np.linalg.eigh(T)
eigenvalues, kernels = eigenvalues[::-1], kernels[:, ::-1]
# An eigenvalue can move by no more than the norm of the matrix error.
assert eigenvalues[-1] > -5 * quadrature_change - 1e-12

# Coherent-image sum against direct integration over source points.
sx, sy, weight = polar_source(30, 1200)
samples = pupil_samples(sx, sy, defocus)
image_direct = source_sum_image(samples, weight, M_numeric)
v = M[:, None] * waves
coherent_images = eigenvalues[:, None] * np.abs(kernels.T @ v)**2
image = coherent_images.sum(axis=0)
image_difference = np.max(np.abs(image - image_direct))
assert image_difference < 2e-3  # pupil edges cut the source grid

# Average over random source phases against the incoherent sum.
rng = np.random.default_rng(12)
qx, qy, qw = polar_source(8, 40)
positions = [int(np.argmin(np.abs(x - q))) for q in (-130, -20, 120)]
point_fields = (pupil_samples(qx, qy, defocus) * M) @ waves[:, positions]
phases = np.exp(2j * np.pi * rng.random((6000, len(qw))))
trials = np.abs((phases * np.sqrt(qw)) @ point_fields)**2
expected = qw @ np.abs(point_fields)**2
standard_error = trials.std(axis=0, ddof=1) / np.sqrt(len(trials))
phase_score = np.max(np.abs(trials.mean(axis=0) - expected) / standard_error)
assert phase_score < 5

# Eigenvalues from the source-space operator.
qx, qy, qw = polar_source(10, 120)
B = np.sqrt(qw)[:, None] * pupil_samples(qx, qy, defocus)
source_values = np.linalg.eigvalsh(B.conj() @ B.T)[::-1]
source_difference = np.max(np.abs(source_values[:n_orders] - eigenvalues))
assert source_difference < 0.03  # coarse source grid at pupil edges
assert abs(source_values[n_orders]) < 1e-10

# Truncation bound against the independent source-sum image.
power = np.sum(np.abs(M)**2)
truncation = []
for K in range(1, n_orders):
    partial = coherent_images[:K].sum(axis=0)
    bound = eigenvalues[K] * power
    remainder = image_direct - partial
    assert remainder.min() > -2e-3 and remainder.max() < bound + 2e-3
    truncation.append((np.max(image - partial), bound))

# Parity, coherent limit and continuous trace.
parity = np.sum(kernels.conj() * kernels[::-1], axis=0).real
assert np.max(np.abs(np.abs(parity[:4]) - 1)) < 1e-6
small_source = np.linalg.eigvalsh(hopkins_matrix(defocus, 0, 0.01, 100))[::-1]
coherent_ratio = small_source[1] / small_source[0]
assert abs(coherent_ratio) < 1e-3
trace = quad(lambda d: 2*np.pi*d*annulus_overlap(d), 0, 1+sigma_out,
             points=[1-sigma_out, 1-sigma_in, 1+sigma_in], limit=200)[0]
assert abs(trace - np.pi) < 1e-5

# A negative source weight can produce a negative image.
bad_weight = np.array([1.2, -0.2])
bad_samples = pupil_samples(np.array([0.0, 0.65]), np.zeros(2), defocus)
bad_T = (bad_samples.T * bad_weight) @ bad_samples.conj()
bad_values, bad_vectors = np.linalg.eigh(bad_T)
bad_mask = bad_vectors[:, 0].conj()
bad_intensity = bad_weight @ np.abs(bad_samples @ bad_mask)**2
assert bad_values[0] < -1e-3 and bad_intensity < -1e-3

# Sizes of neglected effects, with the same source grid on both sides.
def grid_matrix(a):
    return (a.T * weight) @ a.conj()


def largest_change(new, old):
    return 100 * np.max(np.abs(new - old))


grid_T = grid_matrix(samples)
grid_image = matrix_image(grid_T, M)
px = sx[:, None] + step * orders
py = np.broadcast_to(sy[:, None], px.shape)
rho2 = np.minimum(px**2 + py**2, 1)


def vector_image(index):
    a, b = NA * px / index, NA * py / index
    c = np.sqrt(np.maximum(1 - a*a - b*b, 0))
    cross = -a * b / (1 + c)
    parts = [1 - a*a/(1+c), cross, -a, cross, 1 - b*b/(1+c), -b]
    return matrix_image(0.5 * sum(grid_matrix(samples*q) for q in parts), M)


resist_index, resist_depth = 1.7, 150.0
vector_air = largest_change(vector_image(1.0), grid_image)
vector_resist = largest_change(vector_image(resist_index), grid_image)
apodization = ((1 - NA**2*rho2/reduction**2) / (1 - NA**2*rho2))**0.25
radiometric_T = grid_matrix(samples * apodization)
radiometric_T /= radiometric_T[m_max, m_max].real
radiometric = largest_change(matrix_image(radiometric_T, M), grid_image)

bandwidth_pm, focus_per_pm = 0.2, 200.0
focus_sigma = bandwidth_pm * focus_per_pm / np.sqrt(8 * np.log(2))
nodes, node_weights = np.polynomial.hermite.hermgauss(7)
node_weights = node_weights / np.sqrt(np.pi)
band_image = sum(w * matrix_image(grid_matrix(pupil_samples(
    sx, sy, defocus + np.sqrt(2)*focus_sigma*q)), M)
    for q, w in zip(nodes, node_weights))
bandwidth = largest_change(band_image, grid_image)
deep_samples = pupil_samples(sx, sy, defocus + resist_depth / resist_index)
depth = largest_change(matrix_image(grid_matrix(deep_samples), M), grid_image)

absorber = 70.0  # thickness at the mask, not reduced to wafer scale
sine2 = (NA / reduction)**2 * (sx**2 + sy**2)
shift = absorber / reduction * (NA*sx/reduction) / np.sqrt(1 - sine2)
M_shadow = sum(slit_amplitude(a + np.maximum(shift, 0)[:, None],
                              b + np.minimum(shift, 0)[:, None])
               for a, b in slits)
shadow_image = source_sum_image(samples, weight, M_shadow)
shadow = largest_change(shadow_image, grid_image)

blur_sigma = 10.0
difference = orders[:, None] - orders
blur_factor = np.exp(-2*np.pi**2*blur_sigma**2*difference**2/period**2)
blur_image = matrix_image(grid_T * blur_factor, M)
shifted_average = sum(w * matrix_image(grid_T, M*np.exp(
    2j*np.pi*orders*np.sqrt(2)*blur_sigma*q/period))
    for q, w in zip(nodes, node_weights))
assert np.max(np.abs(blur_image - shifted_average)) < 1e-7
blur = largest_change(blur_image, grid_image)
flare_fraction = 0.01
open_fraction = sum(b - a for a, b in slits) / period
flare = largest_change((1-flare_fraction)*grid_image
                       + flare_fraction*open_fraction, grid_image)

print(f"wavelength {wavelength:.0f} nm; NA {NA:.2f}; period {period:.0f} nm")
print(f"annulus {sigma_in:.1f} to {sigma_out:.1f}; defocus {defocus:.0f} nm")
print("slit edges (nm):", slits)
print(f"order spacing {step:.4f} pupil radii; orders used {n_orders}")
print("m, mask amplitude M_m, diagonal T_mm (dimensionless):")
for m in range(m_max + 1):
    i = m + m_max
    print(f"  {m}  {M[i].real:+.5f}{M[i].imag:+.5f}i  {T[i,i].real:.5f}")
t01 = T[m_max, m_max + 1]
print(f"T_01 = {t01.real:+.5f}{t01.imag:+.5f}i (dimensionless)")
print(f"matrix quadrature change {quadrature_change:.2e} (dimensionless)")
print("eigenvalues (dimensionless):")
print("  " + " ".join(f"{q:.5f}" for q in eigenvalues))
print("parity of first four kernels:", np.round(parity[:4], 6))
print(f"sum of eigenvalues {eigenvalues.sum():.5f} (dimensionless)")
print("x (nm), total I, first four coherent contributions (open mask = 1):")
for i in positions:
    terms = " ".join(f"{q:.5f}" for q in coherent_images[:4, i])
    print(f"  {x[i]:+.0f}  {image[i]:.5f}  {terms}")
print(f"largest matrix/source image difference {image_difference:.2e}")
print(f"sum |M_m|^2 over used orders {power:.5f} (dimensionless)")
print("terms K, largest omitted intensity, bound (open mask = 1):")
for K, (error, bound) in enumerate(truncation, 1):
    print(f"  {K}  {error:.6f}  {bound:.6f}")
print(f"source-side eigenvalue difference {source_difference:.2e}")
print(f"random-phase deviation {phase_score:.2f} standard errors")
print(f"small-source eigenvalue ratio {coherent_ratio:.2e}")
print(f"continuous trace {trace:.6f} (pupil units squared)")
print(f"negative-source example intensity {bad_intensity:.5f} (unit vector)")
print("largest image changes from neglected effects (% of open mask):")
print(f"  vector field: air {vector_air:.2f}, resist {vector_resist:.2f}")
print(f"  radiometric apodization {radiometric:.2f}")
print(f"  bandwidth {bandwidth_pm} pm, {focus_per_pm:.0f} nm/pm: {bandwidth:.3f}")
print(f"  resist depth {resist_depth:.0f} nm, index {resist_index}: {depth:.2f}")
print(f"  absorber shadow, {absorber:.0f} nm at mask: {shadow:.2f}")
print(f"  acid blur, sigma {blur_sigma:.0f} nm: {blur:.2f}")
print(f"  flare fraction {flare_fraction:.2f}: {flare:.2f}")
print("every check passed")
```

Printed output:

```
wavelength 193 nm; NA 0.75; period 600 nm
annulus 0.5 to 0.8; defocus 100 nm
slit edges (nm): [(-190.0, -70.0), (30.0, 210.0)]
order spacing 0.4289 pupil radii; orders used 9
m, mask amplitude M_m, diagonal T_mm (dimensionless):
  0  +0.50000+0.00000i  1.00000
  1  +0.11848-0.06190i  0.76578
  2  -0.26074-0.02740i  0.45234
  3  -0.08584-0.06237i  0.27510
  4  +0.01684-0.07925i  0.02499
T_01 = +0.71667+0.03291i (dimensionless)
matrix quadrature change 9.64e-06 (dimensionless)
eigenvalues (dimensionless):
  2.62735 0.88066 0.23708 0.12441 0.05226 0.05016 0.02716 0.02088 0.01645
parity of first four kernels: [ 1. -1.  1. -1.]
sum of eigenvalues 4.03641 (dimensionless)
x (nm), total I, first four coherent contributions (open mask = 1):
  -130  0.51076  0.47744 0.00102 0.01872 0.00728
  -20  0.16909  0.13646 0.00074 0.02248 0.00292
  +120  0.73537  0.72115 0.00005 0.00266 0.00653
largest matrix/source image difference 2.11e-04
sum |M_m|^2 over used orders 0.45885 (dimensionless)
terms K, largest omitted intensity, bound (open mask = 1):
  1  0.091524  0.404089
  2  0.032301  0.108784
  3  0.016790  0.057087
  4  0.011428  0.023982
  5  0.010725  0.023017
  6  0.007599  0.012460
  7  0.002623  0.009581
  8  0.002458  0.007550
source-side eigenvalue difference 2.24e-03
random-phase deviation 1.29 standard errors
small-source eigenvalue ratio 4.90e-05
continuous trace 3.141593 (pupil units squared)
negative-source example intensity -0.53515 (unit vector)
largest image changes from neglected effects (% of open mask):
  vector field: air 4.11, resist 1.37
  radiometric apodization 0.70
  bandwidth 0.2 pm, 200 nm/pm: 0.070
  resist depth 150 nm, index 1.7: 6.50
  absorber shadow, 70 nm at mask: 0.82
  acid blur, sigma 10 nm: 0.81
  flare fraction 0.01: 0.45
every check passed
```
